# Making the Sternheimer operator positive definite with a valence projector

**Q.** You want the first-order response of an insulator to a perturbation $\Delta V$, and you solve a linear equation for each occupied orbital. Which equation, and what is wrong with it as it stands?

**A.** Let $H_0=-\frac{\hbar^2}{2m}\nabla^2+V$ be the self-adjoint one-electron Hamiltonian, with orthonormal eigenstates $H_0\psi_m=e_m\psi_m$. The valence states, labelled $v$ or $n$, are occupied; the conduction states, labelled $c$, are empty. I assume that a gap separates them:

$$e_{\min}\le e_v\le e_{\max}<e_{c,\min},\qquad E_g=e_{c,\min}-e_{\max}>0 .$$

Define $P_v=\sum_v|\psi_v\rangle\langle\psi_v|$, summed over all valence states, and $P_c=1-P_v$. Sums over $c$ include integrals where the spectrum is continuous.

Let $P(\lambda)$ be the occupied projector of $H_0+\lambda\Delta V$, with $P(0)=P_v$ and $P'=dP/d\lambda$ at $\lambda=0$. An occupied projector commutes with its Hamiltonian. The first-order part of $[H_0+\lambda\Delta V,P(\lambda)]=0$ is

$$[H_0,P']+[\Delta V,P_v]=0 .$$

Let this act on $\psi_n$. Since $H_0\psi_n=e_n\psi_n$, the first commutator gives $(H_0-e_n)P'\psi_n$. Since $P_v\psi_n=\psi_n$, the second gives $\Delta V\psi_n-P_v\Delta V\psi_n=P_c\Delta V\psi_n$. With $x_n=P'\psi_n$,

$$(H_0-e_n)\,x_n=-P_c\,\Delta V\,\psi_n. \tag{1}$$

This is the Sternheimer equation, projected on the conduction space. Its operator gives zero on $\psi_n$, so it has no inverse, and it has the negative eigenvalue $e_v-e_n$ on every valence state below $e_n$.

**Q.** The usual unknown is the change $\Delta\psi_n$ of the orbital. Have you lost part of it?

**A.** I have dropped a part that the density does not need. Differentiating $P^2=P$ gives

$$P'P_v+P_vP'=P'.$$

Between two valence states this reads $2P'_{vv'}=P'_{vv'}$, so $P'_{vv'}=0$. Therefore $P_vx_n=0$: the wanted solution lies in the conduction space. The same relation, with $P'P_v=\sum_n|x_n\rangle\langle\psi_n|$ and its adjoint $P_vP'$, gives

$$P'=\sum_n\big(|x_n\rangle\langle\psi_n|+|\psi_n\rangle\langle x_n|\big). \tag{2}$$

The density follows from $P'$. If smooth perturbed orbitals $\psi_n(\lambda)$ are chosen in the occupied space, differentiating $P(\lambda)\psi_n(\lambda)=\psi_n(\lambda)$ gives $x_n+P_v\Delta\psi_n=\Delta\psi_n$, hence $x_n=P_c\Delta\psi_n$. The argument through $P(\lambda)$ remains valid when valence levels are degenerate.

**Q.** Then what do you do about the zero and negative eigenvalues?

**A.** They belong to valence states, where the solution has no component. I can therefore raise them with a term that acts on the valence space alone. For a real energy $\alpha$, replace the operator by

$$S_n(\alpha)=H_0-e_n+\alpha P_v. \tag{3}$$

Because $P_v$ is built from eigenstates of $H_0$, it commutes with $H_0$, and $S_n$ has the same eigenstates:

$$S_n\psi_v=(e_v-e_n+\alpha)\psi_v,\qquad S_n\psi_c=(e_c-e_n)\psi_c .$$

**Q.** How large must $\alpha$ be?

**A.** Expand any nonzero $\chi$ in these eigenstates. Cross terms vanish by orthogonality, so

$$\langle\chi|S_n|\chi\rangle=\sum_v(e_v-e_n+\alpha)|\langle\psi_v|\chi\rangle|^2+\sum_c(e_c-e_n)|\langle\psi_c|\chi\rangle|^2 .$$

The conduction coefficients are at least $e_{c,\min}-e_{\max}=E_g>0$. The smallest valence coefficient is $e_{\min}-e_n+\alpha$. If $\alpha>e_n-e_{\min}$, every coefficient is positive. If $\alpha\le e_n-e_{\min}$, the choice $\chi=\psi_{\min}$, the lowest valence state, gives a value that is zero or negative. For one orbital, then,

$$S_n\ \text{is positive definite}\iff\alpha>e_n-e_{\min}.$$

The most demanding orbital is the valence top, $e_n=e_{\max}$. One $\alpha$ serves all orbitals if and only if it exceeds the valence bandwidth $W=e_{\max}-e_{\min}$. Using $e_n\le e_{\max}$ in the valence coefficients as well,

$$\langle\chi|S_n|\chi\rangle\ \ge\ \min(\alpha-W,\;E_g)\,\langle\chi|\chi\rangle . \tag{4}$$

At $\alpha=W$ the operator for the valence top still has a zero eigenvalue, so the inequality must be strict.

**Q.** You have changed the operator. Surely you have changed the answer.

**A.** Take the modified equation

$$S_n(\alpha)\,x=-P_c\,\Delta V\,\psi_n \tag{5}$$

and form its overlap with a valence state $\psi_v$. The right side gives zero, because $\langle\psi_v|P_c=0$. On the left, $S_n$ acts to the left on its eigenstate:

$$(e_v-e_n+\alpha)\langle\psi_v|x\rangle=0 .$$

If $S_n$ is invertible, the bracket is nonzero, so $\langle\psi_v|x\rangle=0$ for every $v$. Hence $P_vx=0$, the added term $\alpha P_vx$ vanishes, and $x$ satisfies (1). The overlap with $\psi_c$ gives $(e_c-e_n)\langle\psi_c|x\rangle=-\langle\psi_c|\Delta V|\psi_n\rangle$, so

$$x=\sum_c\psi_c\,\frac{\langle\psi_c|\Delta V|\psi_n\rangle}{e_n-e_c}. \tag{6}$$

There is no $\alpha$ in this expression. The invariance needs only invertibility; positivity is a separate benefit, for the solver. In a self-consistent calculation $\Delta V$ is the current total change of potential, held fixed while (5) is solved, so the argument applies to each such solve.

**Q.** Does the projector on the right really matter? Since $\alpha$ pushes the valence states away, I would leave it out.

**A.** Then the answer depends on $\alpha$. Let $S_ny_n=-\Delta V\psi_n$. The conduction part of $y_n$ is still (6), but the overlap with $\psi_v$ now gives

$$\langle\psi_v|y_n\rangle=-\frac{\Delta V_{vn}}{\alpha+e_v-e_n},\qquad \Delta V_{vn}=\langle\psi_v|\Delta V|\psi_n\rangle .$$

Put $y_n$ in place of $x_n$ in (2). The element between $\psi_v$ and $\psi_{v'}$, which should be zero, receives one contribution from each term. With $\Delta V_{v'v}^*=\Delta V_{vv'}$ and $d=e_v-e_{v'}$, their sum is

$$-\Delta V_{vv'}\left[\frac1{\alpha+d}+\frac1{\alpha-d}\right]=-\Delta V_{vv'}\,\frac{2\alpha}{\alpha^2-d^2}. \tag{7}$$

For $\alpha$ much larger than $W$ this false part falls as $2/\alpha$, but wherever $\Delta V_{vv'}\ne0$ it is not zero at any finite $\alpha>W$.

**Q.** Show me numbers, including a case where $\alpha$ is too small.

**A.** Take a model one-dimensional crystal on a ring of eight cells, with cell length $a=0.5$ nm, $g=2\pi/a$ and

$$V(x)=A_1\cos gx+A_2\cos 2gx,\qquad A_1=2\ \text{eV},\quad A_2=3\ \text{eV}.$$

Four non-interacting electrons per cell fill two bands, which makes 16 doubly occupied orbitals. In a basis of 81 plane waves the valence band runs from $-0.410$ to $4.423$ eV and the conduction band starts at $7.621$ eV. Thus

$$W=4.423+0.410=4.833\ \text{eV},\qquad E_g=7.621-4.423=3.198\ \text{eV}.$$

For the valence top, $H_0-e_n$ has 15 negative eigenvalues and one zero. The lowest eigenvalue of $S_n$ should be the smaller of $\alpha-W$ and $E_g$. Diagonalizing the assembled matrix gives:

| $\alpha/W$ | lowest eigenvalue (eV) | condition number |
|---|---|---|
| 0.9 | $-0.483$ | – |
| 1.01 | 0.048 | 3022 |
| 1.1 | 0.483 | 302 |
| 2 | 3.198 | 46 |
| 50 | 3.198 | 76 |

The first three rows show $\alpha-W$, which is $-0.1W$, $0.01W$ and $0.1W$. In the last two rows the gap is the smaller quantity. At the smaller value $\alpha=0.5W$, $S_n$ is positive definite for 9 of the 16 orbitals, those with $e_n-e_{\min}<0.5W$.

Now apply $\Delta V=U\cos(gx/4)$ with $U=0.1$ eV. The coefficient of $\cos(gx/4)$ in the first-order electron density, both spins included, is $-0.0236$ nm$^{-1}$ for $\alpha=0.9W$, $2W$ and $50W$ alike. At $0.9W$ the operator is indefinite for the highest valence states, but it is invertible for all of them and gives the same answer. A finite difference of the occupied projector of the perturbed Hamiltonian, which uses no Sternheimer equation, also gives $-0.0236$ nm$^{-1}$.

Without $P_c$ on the right side, the coefficient is $-0.1800$ nm$^{-1}$ at $\alpha=2W$, too large in magnitude by a factor $0.1800/0.0236\approx7.6$. At $50W$ it is $-0.0297$ nm$^{-1}$, still about 26% too large relative to the correct magnitude.

**Q.** If an indefinite operator gives the right answer, why insist on positivity?

**A.** That answer came from a direct solver. For a large basis one prefers conjugate gradients, whose standard convergence guarantee requires a positive definite operator. Equation (5) is then the condition for the minimum of

$$F[\chi]=\langle\chi|S_n|\chi\rangle+2\,\mathrm{Re}\,\langle\chi|P_c\Delta V|\psi_n\rangle .$$

If $S_n$ has a negative eigenvalue, $F$ decreases without limit along the corresponding eigenvector, and there is no minimum to find.

**Q.** I could start from zero. The right side lies in the conduction space, where $H_0-e_n$ is already positive.

**A.** In exact arithmetic that works without $\alpha$: $H_0$ maps the conduction space into itself, so every search direction stays there. The protection is lost if a sizeable valence component enters, through the starting vector or through a preconditioner that does not commute with $P_v$. Rounding also introduces such components; they may stay harmlessly small, but without $\alpha$ positivity no longer guarantees that they are removed.

At $\alpha=0$, conjugate gradients without a preconditioner cannot repair the component along $\psi_n$. Neither the right side nor $(H_0-e_n)\chi$ has any overlap with $\psi_n$, so the residuals and search directions have none either, and the iteration leaves that component as it was. In the example, a random unit starting vector has the component $0.0731$ along the valence top. After 30 steps at $\alpha=0$ it is still $0.0731$. With $\alpha=2W$ and the same start, the iteration reaches the conduction solution in 54 steps, with a residual norm below $10^{-11}$ eV.

**Q.** Then why not choose an enormous $\alpha$ and be safe?

**A.** Because beyond a certain point the lowest eigenvalue no longer rises, while the condition number, the ratio of the highest to the lowest eigenvalue, eventually grows with $\alpha$. It enters the standard bound on the number of steps. The bound is only an upper limit: the shifted valence states lie in a cluster of width $W$, so the actual number of steps can grow much more slowly than the bound suggests. Once $\alpha\ge W+E_g=8.03$ eV, the lowest eigenvalue for the valence top is $E_g$ and cannot be raised further. The highest eigenvalue in this basis is $146.0$ eV, giving $146.0/3.198\approx46$ at $\alpha=2W$. At $\alpha=50W=241.6$ eV the shifted valence states lie above that, and the ratio becomes $241.6/3.198\approx76$. Just above $W$ the trouble is at the other end, where $\alpha-W$ is small.

**Q.** In a crystal the perturbation carries a wavevector $q$. Is the bandwidth still the right measure?

**A.** It is sufficient, though it can be more than is needed. A perturbation of wavevector $q$ takes a state at $k$ to $k+q$, so the operator is $H_{k+q}-e_{nk}+\alpha P_{v,k+q}$, with valence eigenvalues $e_{v,k+q}-e_{nk}+\alpha$. All of them are positive if and only if

$$\alpha>\max_{n,v,k}\,(e_{nk}-e_{v,k+q}),$$

and the right side is at most $W$, because both energies lie in the valence range. On the eight $k$ points of the example the threshold is $4.83$ eV at $q=0$, equal to $W$, but $4.53$ eV at $q=g/4$ and $4.00$ eV at $q=g/2$.

**Q.** When can no $\alpha$ make the operator positive definite?

**A.** When a state outside $P_v$ lies at or below $e_n$. Its eigenvalue $e_c-e_n$ is then zero or negative and contains no $\alpha$, so no choice of $\alpha$ helps. This can happen if the gap closes, or if an occupied state is left out of the projector. Removing $\psi_{\min}$ from $P_v$ in the example leaves the eigenvalue $e_{\min}-e_{\max}=-W=-4.83$ eV for the valence top, even at $\alpha=50W$. The numerical check tests this failure together with the threshold, the invariance of the solution and the false part (7).

## Calculated quantities

```
cell length a = 0.5 nm, cells in ring = 8
A1 = 2.0 eV, A2 = 3.0 eV, U = 0.1 eV
perturbation wavelength = 2.000 nm
hbar^2 g^2 / 2m = 6.0165 eV
plane waves = 81, occupied orbitals = 16
valence bottom e_min = -0.4095 eV
valence top e_max = 4.4232 eV
conduction bottom = 7.6213 eV
valence bandwidth W = 4.8327 eV
gap Eg = 3.1982 eV
H0 - e_max: negative eigenvalues = 15, zero = 1
S_n for n = valence top:
 alpha = 0.90 W = 4.3494 eV
  lowest -0.4833 eV, highest 146.03 eV
 alpha = 1.01 W = 4.8810 eV
  lowest 0.0483 eV, highest 146.03 eV, condition number 3021.7
 alpha = 1.10 W = 5.3160 eV
  lowest 0.4833 eV, highest 146.03 eV, condition number 302.2
 alpha = 2.00 W = 9.6654 eV
  lowest 3.1982 eV, highest 146.03 eV, condition number 45.7
 alpha = 50.00 W = 241.6352 eV
  lowest 3.1982 eV, highest 241.64 eV, condition number 75.6
orbitals with S_n > 0 at alpha = 0.5 W: 9 of 16
lowest eigenvalue, alpha = 50 W, psi_min missing from Pv:
  -4.8327 eV
threshold for q = 0.00 g: 4.8327 eV
threshold for q = 0.25 g: 4.5269 eV
threshold for q = 0.50 g: 4.0019 eV
norm of conduction response, valence top = 0.006795
largest deviation from sum over states, all alpha = 2.7e-14
largest valence component, all alpha = 2.7e-14
density change, coefficient of cos(Qx):
  projected, alpha = 0.9 W: -0.023591 per nm
  projected, alpha = 2.0 W: -0.023591 per nm
  projected, alpha = 50.0 W: -0.023591 per nm
  finite difference: -0.023591 per nm
  unprojected, alpha = 2.0 W: -0.180006 per nm
  unprojected, alpha = 50.0 W: -0.029733 per nm
relative error against finite difference = 2.4e-08
conjugate gradients, alpha = 2 W: 54 steps, error 2.1e-13
psi_top component of start vector = 0.073105 -0.000000 i
  after 30 steps, alpha = 0: 0.073105 -0.000000 i
  at convergence, alpha = 2 W: modulus 2.9e-14
```
